# Convex functional and unique solution of the nonlinear Poisson equation: test program

```python
"""
Result under test: if the electron density n(phi) never decreases with the
electrostatic potential phi, the Poisson equation
    -(eps phi')' = N - n(phi),   phi fixed at both gates,
has one solution, the minimizer of the strictly convex functional
    J = integral [ eps phi'^2 / 2 + P(phi) - N phi ],   dP/dphi = n.
Units: nm, V, eV; charge in elementary charges; eps in 1/(V nm); J in eV/nm^2.
N: donor density, P: electron pressure, K: stiffness matrix of -(eps phi')',
edge: band edge minus Fermi level at phi = 0, kin: hbar^2/(2 m).
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, solve_bvp, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit, xlogy

# ---------- rough typical parameters of an In-Ga-Zn-O dual-gate transistor
T_INS, L_CH = 100.0, 30.0            # insulator and channel thickness, nm
V_BOT, V_TOP = 10.0, -5.0            # gate potentials from flat band, V
K_INS, K_CH = 3.9, 10.0              # relative permittivities
MASS = 0.34                          # electron mass ratio
N_DON = 1e17 * 1e-21                 # donors, nm^-3
G_TAIL, E_TAIL = 1e20 * 1e-21, 0.03  # tail states, nm^-3 eV^-1 and eV
TEMP = 300.0
GAP, BARRIER, MASS_INS = 3.0, 3.0, 0.4   # eV, eV, mass ratio
BREAKDOWN = 10.0                     # rough insulator strength, MV/cm

EPS0 = sc.epsilon_0 * 1e-9 / sc.e
EPS_INS, EPS_CH = K_INS * EPS0, K_CH * EPS0
KB = sc.k / sc.e
KT = KB * TEMP
KIN_FREE = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18
KIN = KIN_FREE / MASS
C_INS = EPS_INS / T_INS

# ---------- density of states as quadrature points (energy from band edge)
x, wx = np.polynomial.legendre.leggauss(160)
root_max = np.sqrt(3.0)
s = root_max * (x + 1) / 2
free_weight = s**2 * wx * root_max / 2 / (np.pi**2 * KIN**1.5)
x, wx = np.polynomial.legendre.leggauss(120)
t = (x + 1) / 2
tail_weight = G_TAIL * np.exp(-t / E_TAIL) * wx / 2
level = np.r_[s**2, -t]
weight = np.r_[free_weight, tail_weight]
is_free = np.r_[np.ones(len(s)), np.zeros(len(t))]


def electrons(mu, kT, delta=None):
    """Density, slope and pressure; mu = Fermi level minus band edge.
    delta shifts the band edge felt by the free electrons only."""
    mu = np.atleast_1d(mu)
    arg = mu[:, None] - level
    if delta is not None:
        arg = arg - delta[:, None] * is_free
    arg = arg / kT
    occ = expit(arg)
    return (occ @ weight, (occ * expit(-arg)) @ weight / kT,
            kT * np.logaddexp(0, arg) @ weight)


def free_density(mu, kT):
    return expit((np.atleast_1d(mu)[:, None] - s**2) / kT) @ free_weight


# density against polylogarithm and direct quadrature
n_c = 2 * (KT / (4 * np.pi * KIN))**1.5
for eta in (-3.0, 0.0, 3.0):
    exact = -n_c * float(mp.re(mp.polylog(1.5, -mp.exp(eta))))
    assert abs(free_density(eta * KT, KT)[0] / exact - 1) < 1e-7
for mu in (-0.2, 0.05):
    direct = quad(lambda e: G_TAIL * np.exp(e / E_TAIL)
                  * expit((mu - e) / KT), -1.5, 0, points=[-0.2, -0.05],
                  epsabs=1e-15, epsrel=1e-10)[0]
    got = electrons(mu, KT)[0][0] - free_density(mu, KT)[0]
    assert abs(got / direct - 1) < 1e-7
area = quad(lambda m: electrons(m, KT)[0][0], -0.3, 0.1, epsabs=1e-13)[0]
diff = electrons(0.1, KT)[2][0] - electrons(-0.3, KT)[2][0]
assert abs(area / diff - 1) < 1e-7

EDGE = brentq(lambda d: electrons(-d, KT)[0][0] - N_DON, 0.0, 1.0)


class Stack:
    """Finite-volume form of the layered device."""

    def __init__(self, h):
        m = int(round(L_CH / h))
        gaps = np.r_[np.full(10, T_INS / 10), np.full(m, h),
                     np.full(10, T_INS / 10)]
        inside = np.r_[np.zeros(10), np.ones(m), np.zeros(10)]
        self.h = h
        self.stiff = np.where(inside > 0, EPS_CH, EPS_INS) / gaps
        c = self.stiff
        self.K = (np.diag(c[:-1] + c[1:]) - np.diag(c[1:-1], 1)
                  - np.diag(c[1:-1], -1))
        self.load = np.zeros(len(c) - 1)
        self.load[0], self.load[-1] = c[0] * V_BOT, c[-1] * V_TOP
        cell = inside * gaps
        cell = (cell[:-1] + cell[1:]) / 2
        self.ch = np.flatnonzero(cell > 0)
        self.w = cell[self.ch]
        self.z = np.linspace(0, L_CH, m + 1)

    def field_energy(self, phi):
        return 0.5 * self.stiff @ np.diff(np.r_[V_BOT, phi, V_TOP])**2

    def J(self, phi, kT=KT, delta=None):
        p = phi[self.ch]
        pressure = electrons(p - EDGE, kT, delta)[2]
        return self.field_energy(phi) + self.w @ (pressure - N_DON * p)

    def gradient(self, phi, kT=KT, delta=None):
        n, slope, _ = electrons(phi[self.ch] - EDGE, kT, delta)
        g = self.K @ phi - self.load
        g[self.ch] += self.w * (n - N_DON)
        return g, slope

    def minimize(self, phi, kT=KT, delta=None):
        phi = phi.copy()
        for count in range(1, 301):
            g, slope = self.gradient(phi, kT, delta)
            H = self.K.copy()
            H[self.ch, self.ch] += self.w * slope
            step = -np.linalg.solve(H, g)
            drop, size = -g @ step, 1.0
            if drop > 1e-11:         # below this J is lost in rounding
                start = self.J(phi, kT, delta)
                while (self.J(phi + size * step, kT, delta)
                       > start - 1e-4 * size * drop):
                    size /= 2
                    assert size > 1e-14
            phi += size * step
            if np.max(np.abs(size * step)) < 1e-9:
                return phi, count
        raise AssertionError("Newton iteration did not converge")

    def grand_potential(self, psi):
        """Energy minus T*entropy minus gate work for the occupations set
        by psi, with the field from the linear Poisson equation."""
        arg = (psi[self.ch][:, None] - EDGE - level) / KT
        f, hole = expit(arg), expit(-arg)
        local = (f * (level + EDGE) + KT * (xlogy(f, f)
                 + xlogy(hole, hole))) @ weight
        rhs = self.load.copy()
        rhs[self.ch] += self.w * (N_DON - f @ weight)
        phi = np.linalg.solve(self.K, rhs)
        q_bot = self.stiff[0] * (V_BOT - phi[0])
        q_top = self.stiff[-1] * (V_TOP - phi[-1])
        return (self.w @ local + self.field_energy(phi)
                - V_BOT * q_bot - V_TOP * q_top)


dev = Stack(0.1)
rng = np.random.default_rng(1)
size = len(dev.load)
rhs = dev.load.copy()
rhs[dev.ch] += dev.w * N_DON
bare = np.linalg.solve(dev.K, rhs)   # potential without electrons

# ---------- one minimizer from distant starts
starts = {"zero": np.zeros(size), "electron-free": bare,
          "+3 V": np.full(size, 3.0), "-10 V": np.full(size, -10.0),
          "noise 5 V": rng.uniform(-5, 5, size)}
runs = {name: dev.minimize(start) for name, start in starts.items()}
phi = runs["zero"][0]
spread = max(np.max(np.abs(r[0] - phi)) for r in runs.values())
assert spread < 1e-8
J_min = dev.J(phi)
assert np.all(phi <= bare + 1e-10)

# ---------- strong convexity and the gap above the minimum
for scale in (0.01, 0.3, 3.0):
    for _ in range(10):
        a = phi + scale * rng.standard_normal(size)
        b = phi + scale * np.cumsum(rng.standard_normal(size)) / 10
        d = a - b
        middle = (dev.J(a) + dev.J(b)) / 2 - d @ dev.K @ d / 8
        assert dev.J((a + b) / 2) <= middle + 1e-10 * (1 + abs(middle))
        e = b - phi
        assert dev.J(b) - J_min >= 0.5 * e @ dev.K @ e - 1e-11

# ---------- collocation solver for the differential equation
def ode(z, y):
    return np.vstack([y[1], (electrons(y[0] - EDGE, KT)[0] - N_DON) / EPS_CH])


def ends(a, b):
    return np.array([EPS_CH * a[1] - C_INS * (a[0] - V_BOT),
                     EPS_CH * b[1] - C_INS * (V_TOP - b[0])])


guess = phi[dev.ch]
bvp = solve_bvp(ode, ends, dev.z, np.vstack([guess, np.gradient(guess, dev.z)]),
                tol=1e-8, max_nodes=20000)
assert bvp.success
coarse = Stack(0.2)
phi_coarse = coarse.minimize(np.zeros(len(coarse.load)))[0]
err_coarse = np.max(np.abs(phi_coarse[coarse.ch] - bvp.sol(coarse.z)[0]))
err_fine = np.max(np.abs(phi[dev.ch] - bvp.sol(dev.z)[0]))
assert err_fine < 5e-4 and 3.5 < err_coarse / err_fine < 4.5

# ---------- grand potential, bracket and error certificate
omega = dev.grand_potential(phi)
assert abs(omega + J_min) < 1e-9
position = np.cumsum(np.where(np.arange(size + 1) < 10, T_INS / 10,
                     np.where(np.arange(size + 1) < size - 9, dev.h,
                              T_INS / 10)))[:-1]
trial = phi + 1e-3 * np.sin(np.pi * position / (2 * T_INS + L_CH))
lower, upper = -dev.J(trial), dev.grand_potential(trial)
assert lower < omega < upper
residual = dev.gradient(trial)[0]
K_inv = np.linalg.inv(dev.K)
assert abs((upper - lower) / (0.5 * residual @ K_inv @ residual) - 1) < 1e-4
true_error = np.max(np.abs(trial - phi))
error_bound = np.sqrt(2 * (upper - lower) * np.max(np.diag(K_inv)))
assert true_error <= error_bound

# ---------- how fast the density may fall before convexity can be lost
sw = np.sqrt(dev.w)
reduced = sw[:, None] * K_inv[np.ix_(dev.ch, dev.ch)] * sw
slope_limit = 1 / np.linalg.eigvalsh(reduced)[-1]
k = brentq(lambda q: q * np.tan(q * L_CH / 2) - C_INS / EPS_CH,
           1e-8, 0.999 * np.pi / L_CH)
assert abs(slope_limit / (EPS_CH * k**2) - 1) < 1e-3

# ---------- counterexample: u'' = -sign*exp(u), u(0) = u(1) = 0
def shoot(slopes, sign, times=None):
    slopes = np.atleast_1d(slopes)
    m = len(slopes)
    out = solve_ivp(lambda _, y: np.r_[y[m:], -sign * np.exp(y[:m])], (0, 1),
                    np.r_[np.zeros(m), slopes], method="DOP853",
                    rtol=1e-10, atol=1e-11, t_eval=times)
    assert out.success
    return out.y[:m] if times is not None else out.y[:m, -1]


def count_roots(values):
    return int(np.sum(values[:-1] * values[1:] < 0))


roots_wrong = count_roots(shoot(np.linspace(0, 15, 152), 1))
roots_right = count_roots(shoot(np.linspace(-15, 1, 162), -1))
assert roots_wrong == 2 and roots_right == 1
grid = np.linspace(0, 1, 401)
bratu = []
for lo, hi, t_lo, t_hi in ((0.1, 3, 0.5, 4), (8, 14, 7, 14)):
    slope0 = brentq(lambda v: shoot(v, 1)[0], lo, hi, xtol=1e-11)
    theta = brentq(lambda q: q - np.sqrt(2) * np.cosh(q / 4), t_lo, t_hi)
    assert abs(slope0 - theta * np.tanh(theta / 4)) < 1e-6
    u = shoot(slope0, 1, grid)[0]
    inv = 1 / (grid[1] - grid[0])**2
    low = eigh_tridiagonal(2 * inv - np.exp(u[1:-1]), np.full(398, -inv),
                           select="i", select_range=(0, 0))[0][0]
    bratu.append((slope0, u[200], low))
assert bratu[0][2] > 0 > bratu[1][2]

# ---------- neglected effects
def quantum_density(p):
    """Free-electron density from subbands between hard walls."""
    hop = KIN / dev.h**2
    energy, wave = eigh_tridiagonal(2 * hop + EDGE - p[1:-1],
                                    np.full(len(p) - 3, -hop))
    filling = KT / (2 * np.pi * KIN) * np.logaddexp(0, -energy / KT)
    return np.r_[0, wave**2 @ filling / dev.h, 0], energy[0]


table_mu = np.linspace(-1.5, 1.5, 3001)
table_log = np.log(free_density(table_mu, KT))
phi_q = phi.copy()
for _ in range(80):
    p = phi_q[dev.ch]
    n_q, ground = quantum_density(p)
    mu_q = np.interp(np.log(np.maximum(n_q, 1e-27)), table_log, table_mu)
    new = dev.minimize(phi_q, delta=p - EDGE - mu_q)[0]
    change = np.max(np.abs(new - phi_q))
    phi_q = new
    if change < 1e-6:
        break
assert change < 1e-5
n_q, ground = quantum_density(phi_q[dev.ch])

kT_hot = KB * 350.0
phi_hot = dev.minimize(phi, kT=kT_hot)[0]
pc = phi[dev.ch]
n_all = electrons(pc - EDGE, KT)[0]
n_free = free_density(pc - EDGE, KT)
sheet_all, sheet_free = dev.w @ n_all, dev.w @ n_free
sheet_hot = dev.w @ free_density(phi_hot[dev.ch] - EDGE, kT_hot)
field = (V_BOT - pc[0]) / T_INS
wkb = 4 * BARRIER**1.5 / (3 * np.sqrt(KIN_FREE / MASS_INS) * field)
spacing = N_DON**(-1 / 3)
coulomb = 1 / (4 * np.pi * EPS_CH)
exchange = coulomb * (3 / np.pi * n_free.max())**(1 / 3)
boltzmann = n_c * np.exp((pc[0] - EDGE) / KT) / n_free[0]

print(f"insulators, channel: {T_INS:.0f}, {L_CH:.0f} nm")
print(f"gates: {V_BOT:.0f}, {V_TOP:.0f} V; temperature {TEMP:.0f} K")
print(f"relative permittivity insulator, channel: {K_INS}, {K_CH}")
print(f"mass ratio {MASS}; donors {N_DON*1e21:.1e} cm^-3")
print(f"tail states {G_TAIL*1e21:.1e} cm^-3/eV, width {E_TAIL} eV")
print(f"thermal energy: {KT*1e3:.2f} meV")
print(f"effective band density: {n_c*1e21:.3e} cm^-3")
print(f"band edge above Fermi level at flat band: {EDGE:.4f} eV")
for name, (_, count) in runs.items():
    print(f"Newton steps from start '{name}': {count}")
print(f"largest difference between the results: {spread:.1e} V")
print(f"potential at bottom face: {pc[0]:.4f} V")
print(f"potential at mid-channel: {pc[len(pc)//2]:.4f} V")
print(f"potential at top face: {pc[-1]:.4f} V")
print(f"electron-free potential, bottom face: {bare[dev.ch[0]]:.4f} V")
print(f"electron-free potential, top face: {bare[dev.ch[-1]]:.4f} V")
print(f"sheet density, all electrons: {sheet_all*1e14:.3e} cm^-2")
print(f"sheet density, free electrons: {sheet_free*1e14:.3e} cm^-2")
print(f"grid error at 0.2 nm: {err_coarse*1e6:.2f} uV")
print(f"grid error at 0.1 nm: {err_fine*1e6:.2f} uV")
print(f"minimum of J: {J_min:.8f} eV/nm^2")
print(f"grand potential: {omega:.8f} eV/nm^2")
print(f"trial lower bound: {lower:.8f} eV/nm^2")
print(f"trial upper bound: {upper:.8f} eV/nm^2")
print(f"trial error, true: {true_error*1e3:.3f} mV")
print(f"trial error, certified bound: {error_bound*1e3:.1f} mV")
print(f"allowed fall of density: {slope_limit*1e21:.3e} cm^-3/V")
print(f"solutions, density falling / rising: {roots_wrong} / {roots_right}")
for name, (a, b, c) in zip(("lower", "upper"), bratu):
    print(f"{name} solution: u'(0) {a:.4f}, u(1/2) {b:.4f}")
    print(f"{name} solution: lowest curvature {c:.3f}")
print(f"Fermi level above band edge, bottom: {(pc[0]-EDGE)*1e3:.1f} meV")
print(f"Boltzmann / Fermi free density there: {boltzmann:.3f}")
print(f"with confinement, bottom potential: {phi_q[dev.ch[0]]:.4f} V")
print(f"with confinement, free sheet: {dev.w @ n_q*1e14:.3e} cm^-2")
print(f"lowest subband from Fermi level: {ground*1e3:.1f} meV")
print(f"at 350 K, bottom potential: {phi_hot[dev.ch[0]]:.4f} V")
print(f"at 350 K, free sheet: {sheet_hot*1e14:.3e} cm^-2")
print(f"mean donor spacing: {spacing:.1f} nm")
print(f"donor potential at half spacing: {2e3*coulomb/spacing:.1f} mV")
print(f"peak free density: {n_free.max()*1e21:.3e} cm^-3")
print(f"zero-temperature exchange scale: {exchange*1e3:.1f} meV")
print(f"bottom insulator field: {field*10:.3f} MV/cm")
print(f"field / rough breakdown field: {field*10/BREAKDOWN:.3f}")
print(f"barrier {BARRIER} eV, mass {MASS_INS}: tunnel exponent {wkb:.0f}")
print(f"gap {GAP} eV: Fermi level above valence {GAP-EDGE+pc.min():.2f} eV")
print("no test failed")
```

Running it gives:

```
insulators, channel: 100, 30 nm
gates: 10, -5 V; temperature 300 K
relative permittivity insulator, channel: 3.9, 10.0
mass ratio 0.34; donors 1.0e+17 cm^-3
tail states 1.0e+20 cm^-3/eV, width 0.03 eV
thermal energy: 25.85 meV
effective band density: 4.975e+18 cm^-3
band edge above Fermi level at flat band: 0.1461 eV
Newton steps from start 'zero': 10
Newton steps from start 'electron-free': 14
Newton steps from start '+3 V': 13
Newton steps from start '-10 V': 8
Newton steps from start 'noise 5 V': 12
largest difference between the results: 1.2e-13 V
potential at bottom face: 0.1646 V
potential at mid-channel: -0.0948 V
potential at top face: -0.3467 V
electron-free potential, bottom face: 3.6105 V
electron-free potential, top face: 2.7815 V
sheet density, all electrons: 1.417e+12 cm^-2
sheet density, free electrons: 7.382e+11 cm^-2
grid error at 0.2 nm: 129.23 uV
grid error at 0.1 nm: 32.42 uV
minimum of J: 0.13090031 eV/nm^2
grand potential: -0.13090031 eV/nm^2
trial lower bound: -0.13090049 eV/nm^2
trial upper bound: -0.13088482 eV/nm^2
trial error, true: 1.000 mV
trial error, certified bound: 87.7 mV
allowed fall of density: 1.409e+17 cm^-3/V
solutions, density falling / rising: 2 / 1
lower solution: u'(0) 0.5494, u(1/2) 0.1405
lower solution: lowest curvature 8.740
upper solution: u'(0) 10.8469, u(1/2) 4.0915
upper solution: lowest curvature -28.873
Fermi level above band edge, bottom: 18.6 meV
Boltzmann / Fermi free density there: 1.573
with confinement, bottom potential: 0.1999 V
with confinement, free sheet: 4.555e+11 cm^-2
lowest subband from Fermi level: 55.7 meV
at 350 K, bottom potential: 0.1563 V
at 350 K, free sheet: 8.054e+11 cm^-2
mean donor spacing: 21.5 nm
donor potential at half spacing: 13.4 mV
peak free density: 6.487e+18 cm^-3
zero-temperature exchange scale: 26.4 meV
bottom insulator field: 0.984 MV/cm
field / rough breakdown field: 0.098
barrier 3.0 eV, mass 0.4: tunnel exponent 228
gap 3.0 eV: Fermi level above valence 2.51 eV
no test failed
```
